# The two-square-well Eliashberg model and the McMillan and Allen–Dynes formulas

## Result

Units are \(\hbar=k_B=1\). Let the phonon attraction be a well of depth \(\lambda\) and width \(\omega_c\), and the Coulomb repulsion a well of height \(\mu\) and width \(W>\omega_c\). The linearized Eliashberg equations then give

\[ T_c=C\,\omega_c\exp\left[-\frac{1+\lambda}{\lambda-\mu^*}\right],\qquad C=\frac{2e^{\gamma}}{\pi}=1.134,\qquad \frac1{\mu^*}=\frac1\mu+\ln\frac{W}{\omega_c}, \tag{1} \]

with \(\gamma\) Euler's constant. Equation (1) needs \(\lambda>\mu^*\) and \(T_c\ll\omega_c\). With sharp frequency cutoffs and \(\mu^*\) held fixed, its error, relative to (1) itself, can reach about \(\pi T_c/\omega_c\). The model does not say what \(\omega_c\) is. For the true phonon kernel, with \(\lambda\to0\) and with \(\mu^*\) at most of order \(\lambda\) and \(\lambda-\mu^*\) of order \(\lambda\),

\[ T_c=C\,\omega_{\log}\exp\left[-\frac{1+\lambda+K\lambda}{\lambda-\mu^*\left(1+\frac{K\lambda}{1+\lambda}\right)}+O(\lambda)\right], \tag{2} \]

where \(\mu^*\) is referred to \(\omega_{\log}\) and \(K\ge\frac12\) depends only on the shape of the spectrum. McMillan's formula has an exponent of similar form, with fitted constants, but does not reduce to (2) as \(\lambda\to0\); Allen and Dynes multiply it by factors that have no counterpart in (2) and matter at strong coupling.

## Starting equations

The framework is isotropic Migdal–Eliashberg theory: no vertex corrections, a constant density of states, pairing in mean field. At \(T_c\) the equations are linear in the gap \(\Delta_n\). With \(\omega_n=(2n+1)\pi T\), the renormalization function \(Z_n\) and \(\phi_n=Z_n\Delta_n\),

\[ Z_n\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)\,\mathrm{sgn}\,\omega_m, \tag{3} \]
\[ \phi_n=\pi T\sum_m\left[\lambda(n-m)-\mu\,\theta(W-|\omega_m|)\right]\frac{\phi_m}{Z_m|\omega_m|}. \tag{4} \]

\(T_c\) is the highest temperature at which (4) has a nonzero solution. The kernel follows from the spectral function \(\alpha^2F(\Omega)\):

\[ \lambda(l)=\lambda\,k(2\pi Tl),\qquad k(\nu)=\int d\Omega\,p(\Omega)\frac{\Omega^2}{\Omega^2+\nu^2},\qquad p=\frac{2\alpha^2F}{\lambda\Omega}, \]

with \(\lambda=2\int\alpha^2F\,d\Omega/\Omega\), so that \(\int p\,d\Omega=1\) and \(k(0)=1\). Two averages appear: \(\ln\omega_{\log}=\int p\ln\Omega\,d\Omega\) and \(\omega_2^2=\int p\,\Omega^2d\Omega\).

## The factor \(1+\lambda\)

Take \(n\ge0\) and put \(l=n-m\) in (3). Positive \(\omega_m\) means \(l\le n\) and negative \(\omega_m\) means \(l\ge n+1\). Because \(\lambda(l)\) is even, the terms \(l\ge n+1\) cancel the terms \(l\le-n-1\), which leaves

\[ Z_n\omega_n=\omega_n+\pi T\sum_{l=-n}^{n}\lambda(l). \tag{5} \]

For any spectrum \(Z_0=1+\lambda\) exactly. Now replace the kernel by a well in the frequency transfer, \(\lambda\,\theta(\omega_c-|\omega_n-\omega_m|)\). Define \(x=\omega_c/2\pi T\) and \(L=\lfloor x\rfloor\). The well keeps \(|l|\le L\), so the sum in (5) has \(2\min(n,L)+1\) equal terms:

\[ Z_n=1+\lambda\min\left(1,\frac{2L+1}{|2n+1|}\right). \tag{6} \]

A frequency below \(\omega_c\) has \(n+\frac12<x\), hence \(n\le L\) and \(Z_n=1+\lambda\). The plateau ends at \((2L+1)\pi T\le\omega_c+\pi T\), at most one frequency beyond \(\omega_c\), and then \(Z-1\) falls as \(1/|\omega|\).

The gap equation will use the separable well \(\lambda\,\theta(\omega_c-|\omega_n|)\,\theta(\omega_c-|\omega_m|)\). Put into (3), that form gives \(Z=1\), since the signs cancel over a symmetric range. The model is therefore defined by two different simplifications of one kernel, the transfer well in (3) and the separable well in (4).

## Solving the gap equation

With the separable well the right side of (4) depends on \(n\) only through \(\theta(\omega_c-|\omega_n|)\). So \(\phi_n=\phi_1\) for \(|\omega_n|<\omega_c\) and \(\phi_n=\phi_2\) for \(\omega_c<|\omega_n|<W\). Define

\[ L_1=\pi T\sum_{|\omega_m|<\omega_c}\frac1{|\omega_m|},\qquad L_2=\pi T\sum_{\omega_c<|\omega_m|<W}\frac1{Z_m|\omega_m|},\qquad a=\frac{L_1\phi_1}{1+\lambda}. \]

Equation (4), inside and outside, reads

\[ \phi_1=(\lambda-\mu)a-\mu L_2\phi_2,\qquad \phi_2=-\mu a-\mu L_2\phi_2 . \]

The second equation gives \(\phi_2=-\mu^*a\) with \(\mu^*=\mu/(1+\mu L_2)\). Subtracting the second from the first gives \(\phi_1=\lambda a+\phi_2=(\lambda-\mu^*)a\). Dividing by \(\phi_1\),

\[ L_1=\frac{1+\lambda}{\lambda-\mu^*}. \tag{7} \]

This is exact within the model, and \(L_1>0\) requires \(\lambda>\mu^*\). The gap changes sign at \(\omega_c\). The negative part cancels some of the repulsion felt inside, since the total Coulomb term is \(-\mu(a+L_2\phi_2)=-\mu^*a\). Pairing can therefore survive \(\mu>\lambda\), and \(\mu^*<1/L_2\) however large \(\mu\) is.

Positive frequencies are spaced by \(2\pi T\) and each has a negative partner, so \(\pi T\sum_m\to\int_{\omega_c}^Wd\omega\), with an error of order \(\pi T/\omega_c\). Setting \(Z=1\) outside gives \(L_2\simeq\ln(W/\omega_c)\), as in (1). Keeping the tail of (6), \(Z|\omega|\simeq|\omega|+\lambda\omega_c\), gives \(L_2\simeq\ln[(W+\lambda\omega_c)/((1+\lambda)\omega_c)]\), which changes \(\mu^*\) and nothing else. As an illustration take \(T=0.02\,\omega_c\), \(W=10\,\omega_c\), \(\mu=0.3\) and \(Z=1\) outside. The discrete sums are \(L_1=4.0436\) and \(L_2=2.3019\), against \(\ln10=2.3026\). Then \(\mu^*=0.1775\), equation (7) is met at \(\lambda=0.5643\), and \(\phi_2/\phi_1=-0.4587\). With the tail of \(Z\), \(\mu^*=0.1903\) and \(\lambda=0.5814\).

## The Cooper logarithm and the constant 1.134

Let \(N=\lfloor x+\frac12\rfloor\) be the number of positive frequencies below \(\omega_c\). With harmonic numbers \(H_N=\ln N+\gamma+o(1)\),

\[ L_1=\sum_{n=0}^{N-1}\frac1{n+\frac12}=2H_{2N}-H_N=\ln(4e^\gamma N)+d(N),\qquad d(\infty)=0, \]

because the odd reciprocals sum to \(H_{2N}-\frac12H_N\). With \(b=N+\frac12\), the remainder obeys \(d(N)-d(N+1)=\ln\frac{N+1}{N}-\frac1b\simeq\frac1{12b^3}\), and summing to infinity gives \(d(N)\simeq1/24N^2\). The digamma function, for which \(\psi(a)-\psi(b)=\sum_{n\ge0}[\frac1{n+b}-\frac1{n+a}]\), gives \(L_1=\psi(N+\frac12)-\psi(\frac12)\) and continues it to non-integer \(N\). Replacing \(N\) by \(x\),

\[ L_1\simeq\ln\frac{4e^\gamma\omega_c}{2\pi T}+\frac1{24x^2}=\ln\frac{C\omega_c}{T}+\frac1{24x^2}. \]

Dropping the last term and using (7) yields (1).

The larger error is the replacement of \(N\). In the sharp model \(L_1\) is a staircase in \(T\). At fixed \(\mu^*\), let \(x\) now be the value belonging to (1); up to \(1/24x\) it solves the continued equation (7). The smallest sufficient integer \(N^*\) lies in \([x,x+1)\), and the \(N^*\)-th frequency enters the well when \(\omega_c/2\pi T=N^*-\frac12\). The ratio of the staircase \(T_c\) to (1) is \(x/(N^*-\frac12)\), which lies between \(x/(x+\frac12)\) and \(x/(x-\frac12)\). The relative deviation is thus bounded by about \(1/(2x-1)\simeq\pi T_c/\omega_c\), with either sign. For \(\mu^*=0.1\) the deviations from (1) are \(-0.15\%\), \(+2.9\%\), \(-1.6\%\) and \(-14\%\) at \(\lambda=0.3,\,0.4,\,0.6,\,1.0\). In the last case \(N^*=2\), so \(T_c=\omega_c/3\pi=0.1061\,\omega_c\), while (1) gives \(0.1229\,\omega_c\).

A smooth cutoff removes the staircase. For a Lorentzian of width \(s\), with \(y=s/2\pi T\) and \(b=n+\frac12\), the identity \(y^2/[b(b^2+y^2)]=1/b-\mathrm{Re}\,(b+iy)^{-1}\) gives

\[ \pi T\sum_m\frac{s^2}{(s^2+\omega_m^2)|\omega_m|}=\mathrm{Re}\,\psi(\tfrac12+iy)-\psi(\tfrac12)\simeq\ln\frac{Cs}{T}-\frac1{24y^2}, \]

by the expansion above at \(N\to iy\), which holds away from the negative real axis. This yields a general rule. Let \(f\) be even and smooth on the scale \(T\). Subtract \(f(0)\) times the Lorentzian \(h\); the rest vanishes at \(\omega=0\), so its sum becomes an integral. In that integral \(h\) may be replaced by \(\theta(s-\omega)\), because \(\int_0^s(h-1)\,d\omega/\omega=-\frac12\ln2\) and \(\int_s^\infty h\,d\omega/\omega=+\frac12\ln2\). Hence, as \(T\to0\),

\[ \pi T\sum_m\frac{f(\omega_m)}{|\omega_m|}=f(0)\ln\frac{Cs}{T}+R_s[f],\qquad R_s[f]=\int_0^\infty\frac{d\omega}{\omega}\left[f(\omega)-f(0)\theta(s-\omega)\right]. \tag{8} \]

For \(Z=1\), a cutoff on the band energy, \(|\xi|<\omega_c\), corresponds to \(f=\frac2\pi\arctan(\omega_c/|\omega|)\). The substitution \(\omega\to\omega_c^2/\omega\) maps the integral above \(\omega_c\) onto minus the integral below it, so \(R_{\omega_c}[f]=0\) and the constant is again \(C\). For constant \(Z=1+\lambda\) the energy integral contains \(Z|\omega|\) in place of \(|\omega|\), so the arctangent has the argument \(\omega_c/(Z|\omega|)\) and the prefactor becomes \(C\omega_c/(1+\lambda)\). In general, if the function \(f\) in the frequency sum that fixes \(T_c\) has \(f(0)=1\) and \(R\neq0\), the prefactor is multiplied by \(e^{R}\). For \(\mu=0\), a separable kernel \(\lambda\,g(\omega_n)g(\omega_m)\) with a smooth cutoff \(g\) has \(\phi\propto g\) and puts \(f=g^2\) into that sum. For \(\mu>0\) the gap is a combination of \(g\) and a constant, the sums over \(g^2\), \(g\) and \(1\) all enter, and the correction is no longer a constant factor \(e^{R}\) but depends on \(\mu^*/\lambda\).

## The true kernel at weak coupling

Three integrals are needed. A Lorentzian of width \(\Omega\) has \(R_\Omega=0\), and moving the step from \(\Omega\) to \(s\) gives \(R_s=\ln(\Omega/s)\). Averaging over \(p\), \(R_s[k]=\ln(\omega_{\log}/s)\). This is the origin of \(\omega_{\log}\): each mode cuts off a logarithm, and logarithms add. Choose \(s=\omega_{\log}\) and drop the subscript, so that \(R[k]=0\) and \(R[\theta(W-\omega)]=\ln(W/\omega_{\log})\). Next, \(R[k^2]=R[k]-K=-K\) with \(K=\int_0^\infty k(1-k)\,d\omega/\omega\). For one pair of modes, with \(t=\omega^2\) and \(v=\ln(\Omega/\Omega')\),

\[ \frac{\Omega^2}{2}\int_0^\infty\frac{dt}{(\Omega^2+t)(\Omega'^2+t)}=\frac{\Omega^2\,v}{\Omega^2-\Omega'^2}. \]

Exchanging the modes gives \(\Omega'^2v/(\Omega^2-\Omega'^2)\), and the mean of the two is \(\frac v2\coth v\). Therefore

\[ K=\iint d\Omega\,d\Omega'\,p(\Omega)p(\Omega')\,\frac v2\coth v\ \ge\ \frac12, \]

with equality for a single Einstein mode, since \(v\coth v\ge1\).

Write \(G_m=\pi T/(Z_m|\omega_m|)\) and \(\langle f\rangle=\sum_{|\omega_m|<W}G_mf_m\), with \(W\) far above all phonons. The Coulomb term in (4) is the constant \(-\mu\langle\phi\rangle\). By linearity \(\phi=-\mu\langle\phi\rangle u\), where \(u\) solves

\[ u_n=1+\lambda\sum_mk(\omega_n-\omega_m)G_mu_m . \]

Applying \(\langle\cdot\rangle\) to \(\phi\) gives the exact condition \(1=-\mu\langle u\rangle\).

Apply (8), with \(Z(0)=1+\lambda\). Set \(\ell=\ln(C\omega_{\log}/T)/(1+\lambda)\) and \(A=\lambda\ell\,u(0)\). At \(T_c\), \(\lambda\ell\) is of order one, and so is \(A\) when \(\mu^*\sim\lambda\). The logarithmic part of the sum gives \(A\,k(\omega)\) and the \(R\) part carries an explicit \(\lambda\), so \(u(\omega)=1+A\,k(\omega)+O(\lambda)\). At \(\omega=0\) one more order is available. In the term \(\lambda R[ku/Z]\) the leading \(u\) and \(Z=1\) suffice:

\[ u(0)=1+A+\lambda\left(R[k]+A\,R[k^2]\right)+O(\lambda^2)=1+A(1-K\lambda)+O(\lambda^2). \]

In the same way

\[ \langle u\rangle=\ell\,u(0)+R[u/Z]=\frac A\lambda+\ln\frac{W}{\omega_{\log}}+O(\lambda). \]

The corrections of order \(\lambda\) to \(u\) and \(Z\) fall as \(1/\omega\) at large frequency, as (5) shows for \(Z\). For \(u\), the terms with \(\omega_m\) near \(\omega\) carry \(G_m\propto1/|\omega|\) times the finite integral of \(k\), and the terms with \(|\omega_m|\ll\omega\) fall like \(k(\omega)\propto1/\omega^2\) up to a logarithm. These corrections therefore add no further \(\ln W\). The condition \(\langle u\rangle=-1/\mu\) becomes \(A=-\lambda/\mu^*\) with \(1/\mu^*=1/\mu+\ln(W/\omega_{\log})\). Insert \(u(0)=A/\lambda\ell\), divide by \(A\) and multiply by \(\lambda\):

\[ \frac1\ell=\lambda(1-K\lambda)-\mu^*+O(\lambda^3). \tag{9} \]

An error \(O(\lambda)\) in \(1/\mu^*\) is \(O(\lambda^3)\) in \(\mu^*\), and an error \(O(\lambda^3)\) in \(1/\ell\) is \(O(\lambda)\) in \(\ell\), provided \(\lambda-\mu^*\) stays of order \(\lambda\). To this accuracy \(\lambda(1-K\lambda)=\lambda/[1+K\lambda/(1+\lambda)]\). Multiplying the numerator and denominator of \((1+\lambda)\ell\) by \(1+K\lambda/(1+\lambda)\) gives (2). The factor \(1/(1+\lambda)\) on \(K\) lies beyond the controlled order; it is chosen so that the exponent at \(\mu^*=0\) is \((1+\lambda)/\lambda+K\).

For \(\mu^*=0\), (2) is the square-well formula with \(\omega_c=\omega_{\log}e^{-K}\), and an Einstein mode has the prefactor \(Ce^{-1/2}=0.688\). The reduction arises because the gap itself falls off like \(k(\omega)\), so the logarithm is cut off by \(k^2\). For \(\mu^*>0\) this choice of \(\omega_c\) is not enough. Expanding (9), the exponent exceeds \((1+\lambda)/(\lambda-\mu^*)\) by \(K\lambda^2/(\lambda-\mu^*)^2\). The square well with \(\omega_c=\omega_{\log}e^{-K}\), where \(\mu^*\) becomes \(\mu^*-K\mu^{*2}\), adds \(K-K\mu^{*2}/(\lambda-\mu^*)^2\). The shortfall is \(2K\lambda\mu^*/(\lambda-\mu^*)^2>0\), so at weak coupling that well overestimates \(T_c\).

Equations (4) and (5) can be solved numerically by locating the temperature at which the top eigenvalue of the symmetric matrix \(G^{1/2}(\lambda k-\mu)G^{1/2}\) equals one. Power iteration finds the eigenvalue of largest magnitude, so it serves only while the negative eigenvalue produced by the Coulomb term is smaller in magnitude than one; for large \(\mu\ln W\) the matrix must be shifted or the largest algebraic eigenvalue sought directly (in the worked example below with \(W=5000\) meV the lowest eigenvalue is \(-1.48\)). Let \(r\) be the logarithm of this \(T_c\) divided by (2). For an Einstein mode with \(\mu^*=0\) and a cutoff near \(12\,\Omega\), \(r=0.044,\,0.054,\,0.066\) at \(\lambda=0.13,\,0.16,\,0.20\), and a quadratic extrapolation to \(\lambda=0\) gives \(0.0002\). With \(\mu^*=\lambda/4\), \(r=-0.002,\,-0.006,\,-0.012\) at \(\lambda=0.18,\,0.22,\,0.27\), extrapolating to \(0.0045\). The values at \(\mu^*=0\) do not change with the cutoff, but those at \(\mu^*=\lambda/4\) shift by about \(-0.004\): at a cutoff of \(120\,\Omega\) they are \(-0.006,\,-0.010,\,-0.017\), extrapolating to \(0.001\).

## The fitted formulas

McMillan's formula, written with \(\omega_{\log}\), is

\[ T_c^{\rm McM}=\frac{\omega_{\log}}{1.20}\exp\left[-\frac{1.04(1+\lambda)}{\lambda-\mu^*(1+0.62\lambda)}\right]. \]

It is also written with the prefactor \(\Theta_D/1.45\), where \(\Theta_D\) is the Debye temperature. The two agree only if \(\omega_{\log}/\Theta_D=1.20/1.45=0.83\), which is a property of a spectrum. For \(\alpha^2F\propto\Omega^2\) up to \(\Theta_D\), the weight in \(t=\Omega/\Theta_D\) is \(2t\), \(\int_0^12t\ln t\,dt=-\frac12\), and the ratio is \(0.61\).

Allen and Dynes multiply by \(f_1f_2\). With \(\rho=\omega_2/\omega_{\log}\),

\[ f_1=\left[1+(\lambda/\Lambda_1)^{3/2}\right]^{1/3},\qquad f_2=1+\frac{(\rho-1)\lambda^2}{\lambda^2+\Lambda_2^2}, \]
\[ \Lambda_1=2.46(1+3.8\mu^*),\qquad\Lambda_2=1.82(1+6.3\mu^*)\rho . \]

None of these constants is derived here. To compare the 0.62 with (2) at weak coupling, move a factor \(e^{-K}\) from the exponential of (2) to its prefactor and write the remaining exponent as \((1+\lambda)/[\lambda-\mu^*(1+c\lambda)]\). The excess \(K\lambda^2/(\lambda-\mu^*)^2\) found above, less \(K\), is \(K(2\lambda\mu^*-\mu^{*2})/(\lambda-\mu^*)^2\), and the term with \(c\) contributes \(c\lambda\mu^*/(\lambda-\mu^*)^2\). Hence \(c=K(2-\mu^*/\lambda)\), which varies with the spectrum and with \(\mu^*/\lambda\), while 0.62 is fixed. At \(\mu^*=0\) the fit equals the square-well exponential times \(e^{-0.04(1+\lambda)/\lambda}/1.20\), where (2) has \(Ce^{-K}\). This effective prefactor rises with \(\lambda\), as does the numerical one (\(r\) grows with \(\lambda\)), but it vanishes as \(\lambda\to0\) instead of tending to \(Ce^{-K}\). For an Einstein mode at \(\lambda=0.13\) the Allen–Dynes value is 0.82 of the numerical one. The fits also contain no \(W\), so the frequency to which \(\mu^*\) refers must be supplied from outside; (2) points to the phonon scale.

## Strong coupling

For an even gap put \(X_n=\Delta_n/(2n+1)\), \(n\ge0\), and combine \(m\) with \(-m-1\). Using (5), equation (4) becomes

\[ \left[2n+1+\lambda+2\sum_{l=1}^n\lambda(l)\right]X_n=\sum_{m\ge0}\left[\lambda(n-m)+\lambda(n+m+1)-2\mu\right]X_m. \tag{10} \]

The \(\lambda\) on the left cancels the term \(m=n\) on the right, so static scattering does not affect \(T_c\) in this isotropic theory. If \(2\pi T\) is far above all phonon frequencies, \(\lambda(l)\to g/l^2\) with \(g=\lambda\omega_2^2/(2\pi T)^2\). For \(\mu=0\), (10) reads \((2n+1)X_n=g\sum_mB_{nm}X_m\) with

\[ B_{nm}=\frac{1-\delta_{nm}}{(n-m)^2}+\frac1{(n+m+1)^2}-2\delta_{nm}\sum_{l=1}^n\frac1{l^2}, \]

the first term being absent for \(m=n\). The highest \(T\) is the smallest \(g=1/\eta\), where \(\eta\) is the top eigenvalue of \(B_{nm}/\sqrt{(2n+1)(2m+1)}\). A \(64\times64\) diagonalization gives \(\eta=1.318\), so

\[ T_c\to\frac{\sqrt\eta}{2\pi}\,\omega_2\sqrt\lambda=0.1827\,\omega_2\sqrt\lambda , \]

and the assumption on \(T\) holds for large \(\lambda\). This is a statement about the equations; a lattice need not be stable, nor vertex corrections small, at such coupling. Formula (1) saturates at \(Ce^{-1}\omega_c=0.417\,\omega_c\) and McMillan's, for \(\mu^*=0\), at \(e^{-1.04}\omega_{\log}/1.20\), below \(0.30\,\omega_{\log}\). In the Allen–Dynes form, again for \(\mu^*=0\), \(f_1\to\sqrt{\lambda/2.46}\) and \(f_2\to\rho\), which gives \(0.1878\,\omega_2\sqrt\lambda\).

The table lists \(T_c/\Omega\) for an Einstein mode with \(\mu^*=0\). The Eliashberg column is the temperature at which the top eigenvalue of (10), written as right side minus left side, crosses zero.

| \(\lambda\) | Eliashberg | (1), \(\omega_c=\Omega\) | (2) | McM | AD |
|---|---|---|---|---|---|
| 0.3 | 0.00992 | 0.01488 | 0.00903 | 0.00920 | 0.00932 |
| 0.5 | 0.0394 | 0.0565 | 0.0342 | 0.0368 | 0.0379 |
| 1 | 0.1146 | 0.1535 | 0.0931 | 0.1041 | 0.1124 |
| 2 | 0.212 | 0.253 | 0.153 | 0.175 | 0.210 |
| 10 | 0.558 | 0.377 | 0.229 | 0.265 | 0.556 |

Formula (1) with \(\omega_c=\Omega\) lies above the numerical value up to \(\lambda=2\) and below it at \(\lambda=10\), where it is within 10% of its limit \(0.417\,\Omega\).

## Worked example

Take round model parameters: Einstein modes at 10 and 30 meV, each contributing 0.3, so \(\lambda=0.6\) with weights \(\frac12,\frac12\), and \(\mu=0.25\) up to 5000 meV.

The averages are \(\omega_{\log}=\sqrt{10\cdot30}=17.32\) meV, \(\omega_2=\sqrt{500}=22.36\) meV and \(\rho=1.291\). For the unlike pairs \(v=\ln3\) and \(\coth v=10/8\), so

\[ K=\tfrac12\cdot\tfrac12+\tfrac12\cdot\tfrac{\ln3}{2}\cdot\tfrac{10}{8}=0.5933,\qquad\omega_{\log}e^{-K}=9.569\ \text{meV}. \]

With \(\ln(5000/17.32)=5.665\), \(\mu^*(\omega_{\log})=0.25/(1+0.25\times5.665)=0.1035\). The same rule gives 0.0975 at 9.569 meV, 0.1468 at 300 meV and 0.1634 at 600 meV. The exponents are

\[ (1):\ \frac{1.6}{0.6-0.1035}=3.222,\qquad \text{McM}:\ \frac{1.04\times1.6}{0.6-0.1035(1+0.62\times0.6)}=3.633, \]
\[ (2):\ \frac{1.6+0.5933\times0.6}{0.6-0.1035\,(1+0.5933\times0.6/1.6)}=4.131 . \]

Then (1) gives \(1.134\times17.32\,e^{-3.222}=0.783\) meV, (2) gives \(1.134\times17.32\,e^{-4.131}=0.316\) meV, and McMillan gives \((17.32/1.20)\,e^{-3.633}=0.382\) meV. With \(f_1=1.024\) and \(f_2=1.007\), Allen–Dynes gives 0.393 meV. The reference is (10), truncated at \(W=300\) meV with \(\mu=0.1468\) and diagonalized. With 1 meV \(=11.60\) K:

| method | meV | K | ratio |
|---|---|---|---|
| Eliashberg, \(W=300\) meV | 0.333 | 3.86 | 1 |
| (1), \(\omega_c=\omega_{\log}\) | 0.783 | 9.08 | 2.35 |
| (1), \(\omega_c=\omega_{\log}e^{-K}\), \(\mu^*=0.0975\) | 0.449 | 5.22 | 1.35 |
| (2) | 0.316 | 3.66 | 0.95 |
| McMillan | 0.382 | 4.43 | 1.15 |
| Allen–Dynes | 0.393 | 4.57 | 1.18 |
| Allen–Dynes, \(\mu^*=0.1468\) | 0.228 | 2.64 | 0.68 |

Doubling the cutoff to 600 meV with \(\mu=0.1634\) gives 3.85 K, a ratio of 0.998, and the untruncated model, \(\mu=0.25\) up to 5000 meV, gives 0.332 meV or 3.85 K, a ratio of 0.997, so the last digit of the reference depends on the cutoff. Doubling it while keeping 0.1468 gives 4.22 K, a ratio of 1.09, because the repulsion is then weaker than the rescaling rule requires.

Two features stand out. Allen–Dynes is 18% above the reference when \(\mu^*\) is taken at \(\omega_{\log}\) and 32% below it when \(\mu^*\) is taken at the numerical cutoff, so in this example the choice of reference frequency matters more than \(f_1f_2\). The choice among phonon frequencies matters too: the excess is 15% with \(\mu^*\) at \(\omega_2\) and 10% with \(\mu^*\) at the upper mode, 30 meV. Formula (2) is only 5% below the reference, although \(\lambda=0.6\) is outside its controlled range and it does worse in the Einstein table at \(\lambda=0.5\) (0.0342 against 0.0394). The residuals \(r\) suggest a reason: they are positive at \(\mu^*=0\) and close to zero at \(\mu^*=\lambda/4\), so the neglected terms depend on the ratio \(\mu^*/\lambda\) and can be small near a particular value of it. Here the ratio is 0.17. For the same spectrum at \(\lambda=0.6\), with \(W=600\) meV, (2) divided by the numerical \(T_c\) is \(0.79,\,0.86,\,0.95,\,1.00,\,1.11,\,1.29\) at \(\mu^*/\lambda=0,\,0.1,\,0.17,\,0.2,\,0.25,\,0.3\), so the close agreement holds only in a narrow range of ratios around 0.2.

Numerical values quoted here were computed with a short program.
